# Vacant-Pair Probability and Dissociative Sticking in a Half-Filled Repulsive Row

Consider a row of equivalent adsorption sites, numbered \(i=1,\dots,N\) and closed into a ring, with \(N\to\infty\) at the end. The occupation \(n_i\) is 1 if site \(i\) holds an adatom and 0 if it is vacant. Each pair of occupied nearest neighbours costs an energy \(w\), positive for repulsion, and there is no other interaction. The adatoms are in equilibrium at the surface temperature \(T\), and the coverage \(\theta=\langle n_i\rangle\) is \(1/2\). Let \(P_{00}\), \(P_{11}\) and \(P_{01}\) be the probabilities that two neighbouring sites, read from left to right, are both vacant, both occupied, or vacant then occupied. By reflection symmetry \(P_{10}=P_{01}\). The result to be derived is

\[
P_{00}=\frac{1}{2\left(1+e^{w/2kT}\right)} .
\]

Its bearing on sticking needs further assumptions. A diatomic molecule strikes the surface and is assigned at random to one neighbouring pair of sites in a row. If both sites are vacant it dissociates with probability \(s_0\), whatever the state of the sites beyond the pair; otherwise it returns to the gas. It does not wander over the surface first. The sticking probability is then

\[
S=s_0P_{00}.
\]

A ring has as many neighbouring pairs as sites. With molecular flux \(\Phi\) and area \(A\) per site, each pair receives \(\Phi A\) molecules per unit time, and each success adds two atoms, so

\[
\frac{d\theta}{dt}=2s_0\Phi A P_{00}.
\]

This holds at the moment when the coverage is \(1/2\), provided that adatom hops restore equilibrium between adsorption events.

To find \(P_{00}\), let the row exchange atoms with a reservoir of chemical potential \(\mu\), measured from the energy of an isolated adatom. A configuration has weight \(e^{-K/kT}\) with

\[
K=w\sum_i n_in_{i+1}-\mu\sum_i n_i .
\]

The value of \(\mu\) that gives half filling follows from exchanging atoms and vacancies, \(n_i\to1-n_i\). Since

\[
\sum_i(1-n_i)(1-n_{i+1})=N-2\sum_i n_i+\sum_i n_in_{i+1},
\]

the exchange turns \(K\) into

\[
K'=w\sum_i n_in_{i+1}-(2w-\mu)\sum_i n_i+(w-\mu)N .
\]

For \(\mu=w\) this is \(K\) itself. Every configuration then has the same weight as its exchanged partner, so \(\langle n_i\rangle=1/2\). No other \(\mu\) does this, because \(d\theta/d\mu\) equals the variance of the atom number divided by \(NkT\), which is positive.

Each site belongs to two bonds, so the term \(-w\sum_i n_i\) can be shared equally between them:

\[
K=\sum_i\left[w\,n_in_{i+1}-\frac w2\,(n_i+n_{i+1})\right].
\]

The bracket is 0 for a vacant pair, \(-w/2\) for an unlike pair, and \(w-w=0\) for an occupied pair. With \(a=e^{w/2kT}\), the Boltzmann factors of one bond form the transfer matrix

\[
\mathsf T=\begin{pmatrix}1&a\\ a&1\end{pmatrix},
\]

whose rows and columns refer to the occupations 0 and 1. Summing over all configurations multiplies these matrices around the ring, and the partition sum is \(\operatorname{Tr}\mathsf T^N\). The eigenvectors are \((1,1)/\sqrt2\) and \((1,-1)/\sqrt2\), with eigenvalues

\[
\lambda_+=1+a,\qquad \lambda_-=1-a .
\]

If sites 1 and 2 are held vacant, the bond between them contributes \(T_{00}=1\). The remaining \(N-1\) bonds lead from site 2 round to site 1 and contribute \((\mathsf T^{N-1})_{00}\). Each eigenvector has a squared first component of \(1/2\), so

\[
P_{00}^{(N)}=\frac{(\mathsf T^{N-1})_{00}}{\operatorname{Tr}\mathsf T^N}
=\frac{\tfrac12\left(\lambda_+^{N-1}+\lambda_-^{N-1}\right)}{\lambda_+^N+\lambda_-^N}
=\frac{1}{2\lambda_+}\,\frac{1+r^{N-1}}{1+r^N},
\]

where

\[
r=\frac{\lambda_-}{\lambda_+}=\frac{1-a}{1+a}=-\tanh\frac{w}{4kT}.
\]

At any nonzero temperature \(|r|<1\), the last fraction tends to 1, and \(P_{00}=1/(2\lambda_+)\), which is the stated result. The relative correction on a finite ring is of order \(|r|^{N-1}\).

The same matrix gives the probability of any string of \(m\) neighbouring sites. In a long ring the bonds outside the string project onto \((1,1)/\sqrt2\), whose two components are equal, so that

\[
P(n_1,\dots,n_m)=\frac12\prod_{j=1}^{m-1}\frac{T_{n_jn_{j+1}}}{1+a}.
\]

The row can therefore be read as a simple random sequence. The first site is vacant with probability \(1/2\); each next site differs from the one before it with probability \(a/(1+a)\) and equals it with probability \(1/(1+a)\). Repulsion makes \(a>1\) and favours alternation.

The reservoir is a device of calculation, since hops along a row conserve the number of atoms. A count at fixed number leads to the same limit. Put \(M=N/2\) atoms on the ring, arranged in \(m\) blocks separated by \(m\) blocks of vacancies. Dividing \(M\) atoms into \(m\) non-empty blocks can be done in \(\binom{M-1}{m-1}\) ways, and likewise for the vacancies. The first atom block can start at any of \(N\) sites, and division by \(m\) removes the freedom of which block is called first. A block of \(l\) atoms contains \(l-1\) occupied pairs, so there are \(M-m\) such pairs in all, and the total weight of configurations with \(m\) blocks is

\[
W(m)=\frac Nm\binom{M-1}{m-1}^2e^{-(M-m)w/kT}.
\]

From \(\binom{M-1}{m}\big/\binom{M-1}{m-1}=(M-m)/m\) it follows that

\[
\frac{W(m+1)}{W(m)}=\frac{m}{m+1}\left(\frac{M-m}{m}\right)^2e^{w/kT}.
\]

This ratio falls steadily as \(m\) grows, so \(W\) has a single peak, where the ratio passes through 1. The peak has a width of order \(\sqrt N\) at a position of order \(N\), and for large \(N\) it fixes the averages. There \(m/(m+1)\to1\) and

\[
\frac{M-m}{m}=e^{-w/2kT}.
\]

Each atom block begins with one vacant-occupied pair, so \(m=NP_{01}\), while \(M-m=NP_{11}\). A site is vacant with probability \(P_{00}+P_{01}=1/2\) and occupied with probability \(P_{11}+P_{01}=1/2\), hence \(P_{11}=P_{00}\). The peak condition becomes

\[
\frac{P_{00}}{\tfrac12-P_{00}}=e^{-w/2kT}
\quad\Longrightarrow\quad
P_{00}=\frac12\,\frac{e^{-w/2kT}}{1+e^{-w/2kT}}=\frac{1}{2(1+e^{w/2kT})}.
\]

Squaring the first relation gives it the form of a mass-action law, \(P_{00}P_{11}/P_{01}^2=e^{-w/kT}\): two unlike pairs are exchanged for one vacant and one occupied pair at a cost \(w\). This explains the factor \(1/2\) in the exponent. At half filling vacant pairs and occupied pairs are equally numerous, so the cost \(w\) of creating one of each amounts to \(w/2\) per pair created.

For weak repulsion, expansion in \(w/kT\) gives

\[
P_{00}\simeq\frac14-\frac{w}{16kT}.
\]

The value \(1/4\) is that of independent sites. A uniform mean-field treatment, which takes neighbouring occupations as independent at the given coverage, keeps \(1/4\) for every \(w\) and misses the whole effect. For \(w\gg kT\), \(P_{00}\simeq\tfrac12e^{-w/2kT}\): the row alternates nearly perfectly, and a molecule must find one of the rare faults. The derivation did not use the sign of \(w\); for strong attraction the atoms gather in long blocks and \(P_{00}\to1/2\).

At fixed coverage and constant \(s_0\), sticking rises with surface temperature although no barrier has been assumed. With \(\beta=1/kT\),

\[
-\frac{d\ln P_{00}}{d\beta}=\frac w2\,\frac{a}{1+a}.
\]

An Arrhenius plot of \(S\) would thus show an apparent energy between \(w/4\) for weak repulsion and \(w/2\) for strong repulsion. It measures the disordering of the adlayer.

As an example, take Cl\(_2\) dissociating on a metal face with parallel rows of sites. Chlorine enters through the molecular mass in the flux. The other inputs are round model values, not data for a particular surface: \(w=0.08\) eV, \(T=500\) K, site spacing 0.40 nm, row distance 0.80 nm, gas at 300 K and \(1.0\times10^{-8}\) Torr, and \(s_0=1\). With \(kT=0.04309\) eV,

\[
\frac{w}{2kT}=0.9284,\qquad a=2.5304,\qquad
P_{00}=\frac{1}{2(3.5304)}=0.1416 .
\]

This is 0.57 of the value for independent sites. Direct summation over all configurations of an 18-site ring, at \(\mu=w\), gives 0.14163, in agreement with the formula to all five decimals. At fixed atom number, rings of 400 and 800 sites give 0.141002 and 0.141316. The deviation from the formula halves when the ring doubles, and extrapolation on that basis gives 0.141629. The slow \(1/N\) correction is already present without repulsion: once one site is known to be vacant, its neighbour is vacant with probability \((N/2-1)/(N-1)\), slightly below \(1/2\).

With everything but the surface temperature held fixed, \(P_{00}\) is 0.088 at 300 K, 0.119 at 400 K, 0.158 at 600 K and 0.179 at 800 K. At 500 K the apparent energy is \(0.04\times2.5304/3.5304\approx0.029\) eV.

The flux follows from kinetic theory,

\[
\Phi=\frac{p}{\sqrt{2\pi m_{\rm mol}kT_{\rm gas}}},
\]

with \(m_{\rm mol}\) twice the chlorine mass of 35.45 u. It is 0.0241 molecules per nm\(^2\) per second. The area per site is \(0.40\times0.80=0.32\) nm\(^2\), so each site receives \(7.7\times10^{-3}\) impacts per second, and

\[
\frac{d\theta}{dt}=2\times7.7\times10^{-3}\times0.1416\approx2.2\times10^{-3}\ \text{s}^{-1}.
\]

Equilibration can be judged from an assumed hop barrier of 0.50 eV and an attempt frequency of \(10^{13}\) s\(^{-1}\). Even when the barrier is raised by \(w\), for a hop towards another atom, the rate is \(1.4\times10^7\) s\(^{-1}\), or \(1.8\times10^9\) hops per impact on a site. Added atoms must also spread along the row. By a cautious diffusive estimate that uses this slowest rate throughout, a segment of 100 sites needs at most about \(100^2/(1.4\times10^7)\approx7\times10^{-4}\) s, while impacts on it are about 1.3 s apart. Since \(|r|=0.43\), correlations fade within a few sites, and such a segment holds nearly the equilibrium pair statistics: at fixed atom number, the \(1/N\) correction lowers \(P_{00}\) by about 2 % for 100 sites.

If hops were frozen out, the formula would fail. Suppose that pairs land irreversibly on an initially empty row, with no effect of repulsion on sticking, and choose the time unit so that each vacant pair fills at unit rate. Let \(E_n\) be the probability that \(n\) given consecutive sites are vacant. A pair can destroy such a string by landing inside it, in \(n-1\) ways, or across either end, which requires \(n+1\) vacant sites. Therefore

\[
\frac{dE_n}{dt}=-(n-1)E_n-2E_{n+1}.
\]

Inserting \(E_n=E_1e^{-(n-1)t}\) and dividing by \(E_n\) gives \(\dot E_1/E_1-(n-1)=-(n-1)-2e^{-t}\). The terms in \(n\) cancel, which confirms the form, and integration from \(E_1(0)=1\) gives \(\ln E_1=-2(1-e^{-t})\). Hence \(e^{-t}=1+\tfrac12\ln E_1\), and with \(E_1=1-\theta\),

\[
P_{00}=E_2=(1-\theta)\left[1+\tfrac12\ln(1-\theta)\right].
\]

At half coverage this is 0.327; a simulated filling of 400,000 sites gives 0.3265. It is 2.3 times the equilibrium value. The atoms remain side by side as they landed, and since \(P_{00}=P_{11}\) at half filling, many occupied pairs mean many vacant ones.

The assumption that flanking sites do not matter can also change the result considerably. By the string probability, each flank of a vacant pair is occupied with probability \(p=a/(1+a)=0.717\), independently of the other. If an occupied flank multiplies the dissociation probability by \(q\), averaging over both flanks multiplies \(S\) by

\[
(1-p+pq)^2 .
\]

Let each occupied flank raise the dissociation barrier by 0.02 eV, a quarter of \(w\). For a molecule thermalised with the surface, \(q=e^{-0.02/0.04309}=0.629\), the factor is 0.54, and \(S/s_0\) drops from 0.142 to 0.076. This use of \(q\) does not apply to the value \(s_0=1\) of the example; it supposes that \(s_0\) is small, so that dissociation probability is proportional to dissociation rate. When dissociation wins easily over return to the gas, a slower rate costs less sticking.

Longer-ranged repulsion changes \(P_{00}\) itself. If the interaction falls as the inverse cube of distance, as between parallel dipoles normal to the surface, second neighbours in the row repel by \(w_2=w/8=0.01\) eV. With this repulsion alone added, \(P_{00}\) at half filling rises to 0.152, by 7 %. The sign can be understood for a nearly alternating row. Written with \(n_i-\tfrac12\), a like pair has energy \(+w/4\) and an unlike pair \(-w/4\), so a fault costs \(w/2\). The two second-neighbour pairs that straddle the fault change from like to unlike, and each gains \(w_2/2\). The cost falls to \(w/2-w_2\), and faults become more frequent. Third neighbours, left out here, act the other way: with \(w_3=w/27\), three pairs straddle the fault and change from unlike to like, which costs \(3w_3/2=w/18\), about 0.004 eV. These costs give the signs, not the sizes, at 500 K, where the row is far from perfect alternation. The figure for second neighbours alone is not the result for the full inverse-cube law: with all distances along the row included, \(P_{00}\) is 0.150, a rise of 6 %.

Between adjacent rows the same law gives 0.0100 eV for opposite sites and 0.0072 eV for diagonal ones. With these couplings alone added, \(P_{00}\) is 0.1421, a change of 0.3 %; going from 6 to 8 coupled rows shifts it by \(3\times10^{-9}\). Two things keep the change small. Repulsion between opposite sites favours neighbouring rows that alternate out of step, repulsion between diagonal sites favours rows in step, and the two compete: either coupling alone lowers \(P_{00}\), by 0.6 % or 1.5 % respectively, while both together raise it slightly. The change also has no first-order part. Written with \(n_i-\tfrac12\), the coupling between adjacent rows changes sign when atoms and vacancies are exchanged in every second row, while the energy within each row stays the same. Since \(P_{00}=P_{11}\) at half filling, \(P_{00}\) is the same for either sign of the coupling, and its change begins with the square of the coupling divided by \(kT\).

Desorption of chlorine molecules is negligible at 500 K for the following model values. Take the same attempt frequency as for hops and a barrier of 2.0 eV for an isolated adjacent pair, lowered by at most \(2w\) when both flanks are occupied. The coverage loss is then at most \(8\times10^{-7}\) s\(^{-1}\), or \(4\times10^{-4}\) of the uptake. This does not carry over to higher temperatures. At 600 K the same upper bound is already nearly half of the uptake. At 800 K the same barriers make desorption far faster than uptake, and the value of \(P_{00}\) quoted for that temperature describes a layer held at half coverage by other means.

Set beside real surfaces, the site spacing of the example is wide. Along the close-packed rows of copper or silver it is roughly 0.25 to 0.29 nm, less than the rough 0.36 nm diameter of a chloride ion. Atoms on neighbouring sites there can be expected to repel more strongly than the 0.08 eV assumed here, and a molecule may be unable to place its atoms on them; the example therefore does not describe those rows. Another assumption that real systems can break is the absence of a mobile precursor. If a molecule could sample five independent pairs before leaving, with \(s_0=1\), sticking would be \(1-(1-0.1416)^5\approx0.53\) instead of 0.14. A measured sticking probability therefore yields \(w\) through the formula only if \(s_0\) is known, and only after precursor motion, flank effects, longer-ranged repulsion and incomplete equilibration have been excluded or allowed for separately. The numerical output below lists the inputs of the example and the main computed values.

## Computed values

```
Neighbour repulsion w: 0.08 eV
Surface temperature: 500 K
Gas temperature: 300 K
Cl2 pressure: 1.0e-08 Torr
Cl atomic mass: 35.45 u
Site spacing: 0.40 nm
Row distance: 0.80 nm
Dissociation probability on a vacant pair s0: 1.0
kT at the surface: 0.04309 eV
w/2kT: 0.9284
exp(w/2kT): 2.5304
P00 from the formula: 0.14163
P01 = 1/2 - P00: 0.35837
P00 by enumeration, ring of 18 sites: 0.14163
P00 P11/P01^2 by enumeration: 0.15618
exp(-w/kT): 0.15618
P00 at fixed atom number, 400 sites: 0.141002
P00 at fixed atom number, 800 sites: 0.141316
P00 at fixed atom number, extrapolated: 0.141629
P00 without repulsion: 0.2500
P00 relative to random mixing: 0.5665
P00 at 300 K: 0.0877
P00 at 400 K: 0.1193
P00 at 600 K: 0.1578
P00 at 800 K: 0.1794
Sticking probability S: 0.1416
Cl2 flux: 2.4086e-02 per nm^2 per s
Area per site: 0.320 nm^2
Cl2 impacts per site: 7.7075e-03 1/s
Coverage uptake rate at half filling: 2.1832e-03 1/s
Second-neighbour repulsion in the row: 0.0100 eV
P00 with second neighbours, 18 sites: 0.15157
Shift from 16 to 18 sites: -6.7e-11
Relative change by second neighbours: 7.02 %
Repulsion of opposite sites in adjacent rows: 0.0100 eV
Repulsion of diagonal sites in adjacent rows: 0.0072 eV
P00 with coupled rows, 8 rows: 0.14211
Shift from 6 to 8 rows: -2.9e-09
Relative change by row coupling: 0.34 %
Barrier increase per occupied flank: 0.02 eV
Rate factor q per occupied flank: 0.6286
Probability that a flank is occupied: 0.7167
Sticking factor from flanks, formula: 0.5385
Sticking factor from flanks, enumeration: 0.5385
Sticking with flank barriers: 0.0763
P00 without hops, formula: 0.3267
P00 without hops, simulation: 0.3265
Attempt frequency: 1.0e+13 1/s
Hop barrier without repulsion: 0.50 eV
Hop rate with barrier raised by w: 1.43e+07 1/s
Hops per Cl2 impact on a site: 1.8e+09
Desorption barrier, isolated pair: 2.0 eV
Upper bound of coverage loss by desorption: 8.1e-07 1/s
Desorption bound relative to uptake: 3.7e-04
```
